# When the (110) planes of C11b MoSi2 become triangular nets

## A cubic crystal squeezed along one edge

Take a body-centred cubic crystal of identical atoms with cube edge $a$, and look at the plane that contains the vertical edge and a face diagonal. Its atoms form a rectangle of width $\sqrt2\,a$ and height $a$, with one more atom at the centre. An atom has two neighbours directly above and below at distance $a$, and four slanted neighbours at

$$\sqrt{\left(\tfrac{\sqrt2\,a}{2}\right)^2+\left(\tfrac a2\right)^2}=\tfrac{\sqrt3}{2}\,a. \tag{1}$$

The slanted neighbours are closer, so the net is not triangular. Now multiply all heights by a factor $\lambda$ and leave the widths alone. The vertical distance becomes $\lambda a$, and the square of the slanted distance becomes $a^2/2+\lambda^2a^2/4$. The six distances agree when

$$\lambda^2a^2=\tfrac12a^2+\tfrac14\lambda^2a^2
\quad\Rightarrow\quad \tfrac34\lambda^2=\tfrac12
\quad\Rightarrow\quad \lambda=\sqrt{\tfrac23}. \tag{2}$$

Three cubes stacked on one another, of total height $3a$, then have the height $3a\sqrt{2/3}=\sqrt6\,a$.

This is already the result for MoSi2, provided that its atoms occupy the sites of such a stack of three squeezed cubes. Whether they do depends on one internal coordinate of the crystal, which the axial ratio does not fix.

## The structure and the exact statement

The C11b structure is body-centred tetragonal, with two equal edges $a$ along $x$ and $y$ and an edge $c$ along the vertical. In fractions of the edges, the atoms are

$$\text{Mo: }(0,0,0),\qquad \text{Si: }(0,0,\pm z),\qquad 0<z<\tfrac12, \tag{3}$$

each repeated at a shift $(\tfrac12,\tfrac12,\tfrac12)$ and in all cells. The symmetry of the structure leaves both $c/a$ and $z$ free.

A net is called triangular here if every atom centre has six nearest neighbours in the plane, at one common distance and at successive angles of $60^\circ$. The definition ignores the difference between Mo and Si. The statement to be shown is:

*If $z=1/3$ and $c/a=\sqrt6$, every (110) plane is a triangular net. Conversely, a triangular net requires $z=1/3$ and either $c/a=\sqrt6$ or $c/a=3\sqrt6$.*

The ratio $\sqrt6$ alone is therefore not sufficient. A fourfold rotation about the vertical carries the (110) planes into the $(1\bar10)$ planes, so the statement holds for both sets. The argument is geometric and valid in any length unit, the bohr of atomic units included.

## The atoms in one plane

Introduce the coordinates

$$n=\frac{x+y}{\sqrt2},\qquad s=\frac{x-y}{\sqrt2},\qquad h=\text{height along } c. \tag{4}$$

Here $n$ runs normal to the (110) planes, while $s$ and $h$ lie within them. The factors $1/\sqrt2$ make (4) an orthogonal change of axes (in the order $s,n,h$, a rotation by $45^\circ$ about the vertical), so distances keep their usual form $\sqrt{n^2+s^2+h^2}$.

An atom of the unshifted set has $x=ia$ and $y=ja$ with integers $i,j$, hence $x+y=(i+j)a$. For the shifted set both coordinates gain $a/2$, and $x+y=(i+j+1)a$. In either case $n$ is an integer times $a/\sqrt2$. All atoms thus lie on (110) planes separated by $a/\sqrt2$.

Consider the plane $n=0$. Unshifted atoms there have $j=-i$ and so $s=\sqrt2\,a\,i$. Shifted atoms have $j=-i-1$ and so $s=(2i+1)a/\sqrt2$. The plane consists of vertical columns $a/\sqrt2$ apart, alternately of the two kinds:

$$\begin{aligned}
\text{unshifted column: }& h=0,\ zc,\ (1-z)c \pmod c,\\
\text{shifted column: }& h=\tfrac c2,\ \tfrac c2\pm zc \pmod c.
\end{aligned}\tag{5}$$

The site $(1-z)c$ is the Si atom at $-zc$ moved up by one cell.

## Why $z$ must be one third

A triangular net is a lattice. To see this, let $P$ and $Q$ be two atoms at the smallest distance $d$ that occurs in the plane, so that each is a nearest neighbour of the other and all bonds of both have length $d$. The six bonds of $Q$ are $60^\circ$ apart and one of them points back to $P$, so they have the same six directions as the bonds of $P$. Passing from neighbour to neighbour, one finds the same six bond vectors everywhere, and these generate a lattice of equilateral triangles of side $d$. No further atom can be present: a point inside or on the edge of such a triangle is at most $d/\sqrt3<d$ from some corner, which would contradict $d$ being the nearest distance.

In a lattice, the vector between any two points is a translation that maps the whole lattice onto itself. Apply this to two successive atoms of a column with gap $g$. The shift by $g$ maps the column onto itself, so all its gaps equal $g$. From (5) the successive gaps are $zc$, $(1-2z)c$ and $zc$. Hence

$$z=1-2z\quad\Rightarrow\quad z=\tfrac13. \tag{6}$$

No choice of $c/a$ can repair a different $z$. As an illustration, take $z=0.30$ and scan $c/a$ from about 1 to 10. The smallest root-mean-square spread found among the six shortest in-plane distances, relative to their mean and with the variances for a Mo and a Si centre averaged before the root is taken, is 9.11 %.

## Why the axial ratio must be $\sqrt6$

With $z=1/3$ the first column in (5) has atoms at all multiples of $c/3$. The second has them at $c/2$ plus multiples of $c/3$. Since $c/2-c/3=c/6$, it is displaced by half a spacing. The plane is a centred rectangular net with width and height

$$p=\sqrt2\,a,\qquad q=\frac c3. \tag{7}$$

For $c=3a$ this is the cubic net of the opening. The vertical and slanted distances are

$$\ell_v=\frac c3,\qquad
\ell_s=\sqrt{\left(\frac{a}{\sqrt2}\right)^2+\left(\frac c6\right)^2}
=\sqrt{\frac{a^2}{2}+\frac{c^2}{36}}. \tag{8}$$

Setting their squares equal gives

$$\frac{c^2}{9}-\frac{c^2}{36}=\frac{a^2}{2}
\quad\Rightarrow\quad \frac{c^2}{12}=\frac{a^2}{2}
\quad\Rightarrow\quad \frac ca=\sqrt6. \tag{9}$$

The angles follow. Two slanted bonds on the same side of an atom rise and fall by $c/6$ over a horizontal distance $a/\sqrt2$, so they enclose

$$\theta=2\arctan\frac{c/6}{a/\sqrt2}=2\arctan\frac{\sqrt2\,c}{6a}. \tag{10}$$

At $c/a=\sqrt6$ the argument is $\sqrt{12}/6=1/\sqrt3$, whose arctangent is $30^\circ$, and $\theta=60^\circ$. Each of the other four angles, between a vertical and a slanted bond, is $90^\circ-\theta/2=60^\circ$. This proves the direct part of the statement for $n=0$. The other planes are copies of this one, because the translation by $a$ along $x$ carries each plane into the next.

For the converse, note that the net (7) is unchanged by $s\to-s$ and by $h\to-h$. A star of six bonds at $60^\circ$ has both mirror lines in two orientations only: either two bonds are vertical, or two are horizontal.

*Two vertical bonds.* The shortest vertical lattice vector is $q$, so $d=q$. Columns of a triangular net in this orientation are $\sqrt3\,d/2$ apart, and ours are $p/2$ apart. Thus $p=\sqrt3\,q$, or $\sqrt2\,a=\sqrt3\,c/3$, which is again $c/a=\sqrt6$.

*Two horizontal bonds.* The shortest horizontal lattice vector is $p$, since the column at $p/2$ has no atom at the same height. So $d=p$. Rows are now $\sqrt3\,d/2$ apart, and ours are $q/2$ apart. Thus

$$q=\sqrt3\,p\quad\Rightarrow\quad \frac c3=\sqrt3\,\sqrt2\,a
\quad\Rightarrow\quad \frac ca=3\sqrt6. \tag{11}$$

A numerical search at $z=1/3$ over $c/a$ from 1 to 10, which used the neighbour distances in an explicitly built crystal and not (9) or (11), found triangular nets at 2.44949 and 7.34847. These are $\sqrt6$ and $3\sqrt6$ to the digits shown. A search in both variables, started at $c/a=2.3$ and $z=0.32$, ended at 2.44949 and 0.33333.

The two solutions are related through a square net. When $q=p$, that is $c/a=3\sqrt2$, the net is a centred square, which looks the same after a quarter turn. The triangular nets have $q/p=1/\sqrt3$ and $q/p=\sqrt3$, on opposite sides of the square, and differ in orientation by a quarter turn. The second is a mathematical solution far from the shape of MoSi2, whose axial ratio is roughly 2.4 to 2.5.

## Mo and Si told apart

From here on take $z=1/3$ and $c/a=\sqrt6$. The common bond length is

$$d=\frac c3=\frac{\sqrt6}{3}a=\sqrt{\frac23}\,a. \tag{12}$$

A Mo atom at height 0 has Si atoms above and below at $\pm c/3$. In each adjacent column its neighbours are at $\pm c/6$, which by (5) are also Si. All six in-plane neighbours are Si. A Si atom at $c/3$ has Mo below at 0 and Si above at $2c/3$; each adjacent column supplies Si at $c/6$ and Mo at $c/2$. It therefore has three Mo and three Si neighbours in the plane.

The Mo atoms alone form a centred rectangle of width $\sqrt2\,a$ and height $c=\sqrt6\,a=\sqrt3\,(\sqrt2\,a)$. This is a triangular net of the second orientation, with side $\sqrt2\,a=\sqrt3\,d$. The perfect net of atom centres thus carries an ordered pattern in which one site in three is Mo. A rotation by $60^\circ$ about a Mo atom preserves this pattern within the plane, whereas about a Si atom it does not, because Mo and Si alternate around it.

## How the planes are stacked

Triangular planes do not make the crystal hexagonal, since the symmetry also depends on the stacking. The translation by $a$ along $x$ changes $n$ by $a/\sqrt2$ and $s$ by $a/\sqrt2$. The next plane is therefore the first one displaced sideways by one column, and its column at $s=0$ has atoms at $c/6$ plus multiples of $c/3$. Seen along the normal, these atoms lie over the midpoints of the vertical bonds, not over the centres of triangles as in a close-packed crystal.

From an atom at the origin, the nearest two atoms of the next plane are at $n=a/\sqrt2$, $s=0$, $h=\pm c/6$. Their distance is

$$\sqrt{\frac{a^2}{2}+\frac{c^2}{36}}=\ell_s=d. \tag{13}$$

The plane on the other side contributes two more. Each atom thus has $6+2+2=10$ neighbours at the same distance $d$. For Mo all ten are Si. For Si, each adjacent plane adds one Mo and one Si, which makes five of each.

The next atoms are at $n=\pm a/\sqrt2$, $s=\pm a/\sqrt2$, $h=0$, four in number and at distance $a$. By (12),

$$\frac ad=\sqrt{\frac32}=1.2247. \tag{14}$$

The remaining atoms are farther away: the next ones within the plane are at $\sqrt3\,d=\sqrt2\,a$, those left in the adjacent planes are at $\sqrt{5/3}\,a$ or more, and planes beyond these are at least $\sqrt2\,a$ away.

The cubic starting point makes this count easy to read. At $c=3a$ an atom has eight slanted neighbours at $\sqrt3\,a/2$ and six more at $a$, two of them vertical and four horizontal. Compression along $c$, at fixed $a$ and $z$, draws the two vertical atoms inward faster than the eight slanted ones. At $c/a=\sqrt6$ they meet, and the grouping has changed from $8+6$ to $10+4$. For this solution the equality of the six bonds in the plane and the equality of the ten bonds in space are the same condition, $\ell_v=\ell_s$. This does not carry over to $c/a=3\sqrt6$, where the six in-plane bonds have length $\sqrt2\,a$ and four atoms of the adjacent planes are nearer, at $a$.

## Small departures from the ideal shape

Let $c/a=\sqrt6\,(1+\eta)$ and $z=\tfrac13+\delta$, with $a$ held fixed. Then $c=3d(1+\eta)$ and, from (12), $a^2/2=\tfrac34d^2$, where $d$ remains the ideal length for this $a$. From (5), the vertical bonds have lengths $zc$ (Mo–Si) and $(1-2z)c$ (Si–Si):

$$\begin{aligned}
zc&=d(1+3\delta)(1+\eta)\approx d(1+\eta+3\delta),\\
(1-2z)c&=d(1-6\delta)(1+\eta)\approx d(1+\eta-6\delta).
\end{aligned}\tag{15}$$

The slanted Mo–Si bond spans a height $(\tfrac12-z)c=(\tfrac16-\delta)c$, so its squared length is

$$\tfrac34d^2+9d^2(1+\eta)^2\left(\tfrac16-\delta\right)^2
=d^2\left[\tfrac34+\tfrac14(1+\eta)^2(1-6\delta)^2\right]
\approx d^2\left(1+\tfrac\eta2-3\delta\right). \tag{16}$$

The slanted Si–Si bond spans $(2z-\tfrac12)c=(\tfrac16+2\delta)c$. This replaces $1-6\delta$ by $1+12\delta$ and gives $d^2(1+\eta/2+6\delta)$. With $\sqrt{1+u}\approx1+u/2$,

$$\ell_s^{\text{Mo–Si}}\approx d\left(1+\tfrac\eta4-\tfrac{3\delta}2\right),\qquad
\ell_s^{\text{Si–Si}}\approx d\left(1+\tfrac\eta4+3\delta\right). \tag{17}$$

An error in the axial ratio splits vertical from slanted bonds by $\tfrac34\eta d$. An error in $z$ acts more strongly: the two kinds of Si–Si bond separate by $9|\delta|d$. The internal coordinate deserves at least as much attention as $c/a$ when one asks how perfect the net is.

## Numbers of the size of MoSi2

Take the rough edges $a=0.32$ nm and $c=0.78$ nm. Then $c/a=0.78/0.32=2.4375$, which is 0.49 % below $\sqrt6$. This figure belongs to the rounded inputs and serves as an example; it is not the departure of the real material. For the same $a$ the ideal net has

$$c=\sqrt6\times0.32=0.7838\ \text{nm},\qquad
d=\frac{0.7838}{3}=0.2613\ \text{nm}=2.613\ \text{Å}. \tag{18}$$

The planes are $0.32/\sqrt2=0.2263$ nm apart, and the Mo net has side $\sqrt2\times0.32=0.4525$ nm.

With the rough $c$ and $z=1/3$, the vertical bonds are $0.78/3=0.2600$ nm and the slanted ones 0.2610 nm. The difference is 0.37 % of $d$, as $\tfrac34\times0.49\,\%$ predicts. By (10) two of the angles are $59.76^\circ$ and four are $60.12^\circ$.

With the ideal $c$ but a chosen offset $\delta=0.002$, the vertical Mo–Si and Si–Si bonds become 0.2628 and 0.2581 nm, and the slanted ones 0.2605 and 0.2629 nm. The range is 1.81 % of $d$, close to $9\delta=1.8\,\%$. This small offset in $z$ disturbs the net more than the half per cent error in $c/a$.

Heating changes the mean shape, through the edges and possibly through $z$, which symmetry leaves free. If $c$ expands more than $a$ by a chosen $10^{-6}$ per K, heating by 1200 K raises $c/a$ by 0.12 %. Starting from the ideal shape, and with $z$ kept at $1/3$, this splits vertical from slanted bonds by 0.09 % of $d$.

The atoms also vibrate. Model a Si atom as a harmonic oscillator of mass $M$ and frequency $\omega$ along each axis, in atomic units with $\hbar=1$. In level $m$ half the energy $(m+\tfrac12)\omega$ is potential, so $\tfrac12M\omega^2\langle x^2\rangle=\tfrac12(m+\tfrac12)\omega$. The thermal mean of $m$ is $1/(e^{\omega/k_BT}-1)$, and adding one half gives $\tfrac12\coth(\omega/2k_BT)$. Therefore

$$\langle x^2\rangle=\frac{1}{2M\omega}\coth\frac{\omega}{2k_BT}. \tag{19}$$

For a mass of 28.09 u and a rough quantum of 30 meV, the root-mean-square displacement per axis is 0.0069 nm at 300 K and 0.0147 nm at 1500 K. Relative to $d$ these are 2.6 % and 5.6 %.

For real MoSi2 the edges used here are typical to two figures. Rounding alone allows $c/a$ between 2.385 and 2.492, an interval that contains $\sqrt6$ but cannot show how closely the material meets it; that takes more precise edges and a measured $z$. The assumption of atoms at rest is also broken. With the chosen 30 meV quantum, vibration displaces a Si atom by 2.6 % of a bond per axis at 300 K and 5.6 % at 1500 K, or $\sqrt3$ times as much in three dimensions. These per-axis values exceed the static bond differences of 0.37 % and 1.81 % worked out in this section, but the margin depends on the quantum: above about 47 meV the per-axis value at 300 K falls below 1.81 %. The comparison is one of size only, since the fluctuation of a bond length also depends on how the motions of its two atoms are correlated, which this model leaves out. A triangular net can thus be asked of the mean positions only. In a strained film $c/a$ shifts, and (15) and (17) give the resulting split while the strain is small and keeps the cell tetragonal, with the two edges $a$ equal and all three edges at right angles; $\delta$ must then be taken from the strained crystal, since strain can move $z$ as well. A shear falls outside these formulas: opening the angle between the two edges $a$ by $0.5^\circ$ at the ideal $c/a$ and $z$ already spreads the in-plane bonds by 0.33 % of $d$, with the slanted bonds longer than the vertical ones in the (110) planes and shorter in the $(1\bar10)$ planes, which are no longer equivalent. The geometry by itself says nothing about the resistivity of the silicide, which requires its electronic states and their scattering. The numerical output follows.

## Table of computed values

```
axial ratios found at z = 1/3: 2.44949 and 7.34847
sqrt(6) = 2.44949, 3 sqrt(6) = 7.34847
free search: c/a = 2.44949, z = 0.33333
smallest rms bond spread at z = 0.30, any c/a: 9.11 %
rough input edges: a = 0.32 nm, c = 0.78 nm
rough c/a = 2.4375, eta = -0.49 %
c/a range from rounding of edges: 2.385 to 2.492
ideal c for this a = 0.7838 nm
ideal bond d = 0.2613 nm = 2.613 angstrom
column separation = plane separation = 0.2263 nm
side of Mo-only triangular net = 0.4525 nm
next shell / bond length = 1.2247
Mo neighbours: in plane 0 Mo + 6 Si; in crystal 0 Mo + 10 Si
Si neighbours: in plane 3 Mo + 3 Si; in crystal 5 Mo + 5 Si
bonds in nm: vertical Mo-Si, vertical Si-Si, slanted Mo-Si, slanted Si-Si
  ideal: 0.2613, 0.2613, 0.2613, 0.2613; range / d = 0.00 %
  rough c, z = 1/3: 0.2600, 0.2600, 0.2610, 0.2610; range / d = 0.37 %
  ideal c, delta offset: 0.2628, 0.2581, 0.2605, 0.2629; range / d = 1.81 %
chosen delta = 0.002
rough-c angles: 59.76 deg (two), 60.12 deg (four)
slopes for eta: 1.000, 1.000, 0.250, 0.250
slopes for delta: 3.000, -6.000, -1.500, 3.000
chosen expansion difference = 1.0e-06 per K, heating = 1200 K
change of c/a on heating = 0.12 %, vertical-slanted split / d = 0.09 %
Si vibration inputs: quantum = 30 meV, mass = 28.09 u
Si rms displacement per axis at 300 K = 0.0069 nm, relative to d = 2.6 %
Si rms displacement per axis at 1500 K = 0.0147 nm, relative to d = 5.6 %
```
